# Reflectance of Thick Absorbing Resist Stacks from Decaying Exponentials

## What the answer can depend on

Maxwell's equations in media of given refractive index contain no length of their own. At a fixed vacuum wavelength $\lambda$, the thickness $d_j$ of a layer can therefore enter the reflectance only through the pure number $k_0d_j$, where $k_0=2\pi/\lambda$. The equations are also linear: multiplying the whole field by a complex constant gives another solution with the same reflectance. Only ratios of field amplitudes matter. Everything below a given plane thus acts on the light above it through a single complex number, the ratio of upgoing to downgoing amplitude.

A linear map of two amplitudes acts on their ratio $x$ as $(Ax+B)/(Cx+D)$. The reflection coefficient, whose squared magnitude is the reflectance, must be a chain of such maps, one per layer. The design question is which quantities to carry along the chain so that a computer can evaluate it.

## The layer equations

Let $z$ point downward from a transparent ambient, medium 0, through layers $1,\dots,N$ into a half-space, medium $N+1$. All media are uniform, isotropic and nonmagnetic, the interfaces are flat, and the light is coherent. With time factor $e^{-i\omega t}$, a passive medium has index $n+ik$ with $k\ge0$; write $\varepsilon=n_j^2$ for the square of the complex index $n_j$. The incident angle $\theta$ fixes the lateral factor $e^{i\beta k_0x}$, $\beta=n_0\sin\theta$, in every medium.

Let $\mathbf H$ be the magnetic field times the vacuum impedance, so that $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0\varepsilon\mathbf E$.

For s polarization take $u=E_y$, $v=-H_x$. The $x$ component of the first curl equation gives $u'=ik_0v$, and its $z$ component gives $H_z=\beta u$. The $y$ component of the second, $-v'-ik_0\beta^2u=-ik_0\varepsilon u$, then gives $v'=ik_0(\varepsilon-\beta^2)u$.

For p polarization take $u=E_x$, $v=H_y$. The second curl equation gives $v'=ik_0\varepsilon u$ and $E_z=-\beta v/\varepsilon$. Inserting $E_z$ in the first gives $u'=ik_0(1-\beta^2/\varepsilon)v$.

Both cases have the form

$$u'=ik_0\frac{w}{Y}v,\qquad v'=ik_0wY\,u,\qquad w=\sqrt{\varepsilon-\beta^2},$$

with admittance $Y=w$ for s and $Y=\varepsilon/w$ for p. The root with $\operatorname{Im}w\ge0$ makes $e^{ik_0wz}$ decay downward. This wave has $v=Yu$; the upgoing wave $e^{-ik_0wz}$ has $v=-Yu$.

I require $\operatorname{Re}w>0$ in every medium. Any absorbing medium satisfies this, because $w^2$ then lies in the upper half-plane. It follows that $\operatorname{Re}Y>0$: this is immediate for s, while for p

$$Y=\frac{w^2+\beta^2}{w}=w+\frac{\beta^2}{w},\qquad \operatorname{Re}Y=\operatorname{Re}w\left(1+\frac{\beta^2}{|w|^2}\right).$$

## The naive scheme and its two faults

Put $\delta=k_0wd$. Solving the layer equations from the bottom of a layer to its top gives the characteristic matrix

$$\begin{pmatrix}u\\v\end{pmatrix}_{\rm top}=M\begin{pmatrix}u\\v\end{pmatrix}_{\rm bottom},\qquad
M=\begin{pmatrix}\cos\delta&-i\sin\delta/Y\\-iY\sin\delta&\cos\delta\end{pmatrix}.$$

As a check of sign, the downgoing wave has $(e^{i\delta},Ye^{i\delta})$ at the bottom, and the first row returns $e^{i\delta}(\cos\delta-i\sin\delta)=1$ at the top. Multiplying the matrices of all layers and applying the product to $(1,Y_{N+1})$ gives the surface fields $(u,v)$. In the ambient $u=a+b$ and $v=Y_0(a-b)$, so the reflection coefficient is $b/a=(Y_0u-v)/(Y_0u+v)$.

Let $\kappa=k_0\operatorname{Im}w$. When $\kappa d\gg1$, $\cos\delta\to e^{-i\delta}/2$ and $\sin\delta\to ie^{-i\delta}/2$, hence

$$M\to\frac{e^{-i\delta}}2\begin{pmatrix}1&1/Y\\Y&1\end{pmatrix},\qquad |e^{-i\delta}|=e^{\kappa d}.$$

The first fault is overflow. When absorption dominates, the product grows roughly as $\exp(\sum\kappa d)$ and leaves double precision when $\sum\kappa d$ nears 709.78, the logarithm of the largest double.

The second fault is loss of the small part of the solution. The limiting matrix has determinant zero, whereas the true determinant is $\cos^2\delta+\sin^2\delta=1$. That 1 is the difference of products of size $e^{2\kappa d}/4$, and rounding swamps it.

The reflectance itself does not suffer from the second fault in this thick-layer limit. Acting on $(1,Y_L)$, where $Y_L$ is the admittance $v/u$ at the layer bottom, the limiting matrix gives $\tfrac12e^{-i\delta}(1+Y_L/Y)\,(1,Y)$. The ratio $v/u=Y$ is that of an infinitely thick layer, which is the right physics. The reflectance is a ratio of two dominant numbers and stays good until overflow.

The field inside an absorbing layer does suffer if it is found by marching downward from the surface. (Marching upward from the half-space follows the growing solution and avoids this error, though not the overflow.) In a photoresist, this field determines the exposure. Suppose the surface fields are known and are marched downward with $M^{-1}$. A relative rounding error $\epsilon$ at the surface puts an amplitude of order $\epsilon$ into the upgoing wave. Followed downward, this grows as $e^{\kappa d}$, while the true field falls as $e^{-\kappa d}$. The relative error at the bottom is therefore of order

$$\epsilon e^{2\kappa d}=\epsilon e^{\alpha d},\qquad \alpha=2\kappa.$$

## Removing the growth

A common factor cannot change a ratio, so each matrix may be multiplied by $P=e^{i\delta}$, for which $|P|\le1$:

$$PM=\frac12\begin{pmatrix}1+P^2&(1-P^2)/Y\\Y(1-P^2)&1+P^2\end{pmatrix}.$$

This removes the overflow caused by absorption, but not the second fault. (Reflections at thousands of interfaces, as in a very long periodic mirror, can still make the product grow until it overflows, or, for some stacks of opaque layers, shrink until it underflows; it must then be rescaled as it is formed.) The scaled determinant is $P^2$, and once $|P|^2$ is far below $\epsilon$, adding it to 1 loses its real part: the stored matrix cannot be inverted reliably. One remedy is to store the scaled total fields during an upward sweep. The one used here keeps $P^2$ apart from 1, by carrying wave amplitudes in place of total fields.

Let interface $j$ separate media $j$ and $j+1$. Just above it let the downgoing amplitude be $a_j$ and the upgoing amplitude $\Gamma_ja_j$. At the top of layer $j+1$ let the downgoing amplitude be $c_{j+1}$. This wave reaches the next interface as $a_{j+1}=c_{j+1}P_{j+1}$, is reflected with $\Gamma_{j+1}$, and returns with another factor $P_{j+1}$. The amplitude ratio at the top of the layer is therefore

$$g_{j+1}=\Gamma_{j+1}P_{j+1}^2.$$

Continuity of $u$ and $v$ requires

$$a_j(1+\Gamma_j)=c_{j+1}(1+g_{j+1}),\qquad Y_ja_j(1-\Gamma_j)=Y_{j+1}c_{j+1}(1-g_{j+1}).$$

Multiply the first equation by $Y_j$, then add and subtract the second:

$$2Y_ja_j=c_{j+1}\left[(Y_j+Y_{j+1})+(Y_j-Y_{j+1})g_{j+1}\right],$$
$$2Y_ja_j\Gamma_j=c_{j+1}\left[(Y_j-Y_{j+1})+(Y_j+Y_{j+1})g_{j+1}\right].$$

With the Fresnel coefficient $r_j=(Y_j-Y_{j+1})/(Y_j+Y_{j+1})$, division gives

$$\boxed{\Gamma_j=\frac{r_j+g_{j+1}}{1+r_jg_{j+1}},\qquad \Gamma_N=r_N,\qquad R=|\Gamma_0|^2.}$$

The recursion starts with $\Gamma_N=r_N$ because nothing returns from the half-space. Since $2Y_j/(Y_j+Y_{j+1})=1+r_j$, the first of the two sums also gives the field, in a second sweep downward from $a_0=1$:

$$c_{j+1}=\frac{(1+r_j)\,a_j}{1+r_jg_{j+1}},\qquad a_{j+1}=c_{j+1}P_{j+1}.$$

At depth $z$ in this layer $u=c_{j+1}\left[e^{ik_0wz}+\Gamma_{j+1}e^{ik_0w(2d-z)}\right]$. Since $0\le z\le d$, neither exponential exceeds 1 in magnitude.

Two limits show what the formula does. For an opaque layer $P\to0$ and $\Gamma_j\to r_j$: the light sees one surface. For a layer of zero thickness $P=1$, and inserting the admittances in $(r_0+r_1)/(1+r_0r_1)$ gives $2Y_1(Y_0-Y_2)/[2Y_1(Y_0+Y_2)]$. The layer drops out, as it must.

## Why the division is safe

Bounded exponentials would be of little use if $1+r_jg_{j+1}$ could vanish. Energy flow prevents this. The downward flux is proportional to $\operatorname{Re}(u^*v)$, and the layer equations give

$$\frac{d}{dz}\operatorname{Re}(u^*v)=-k_0\left[\operatorname{Im}(wY)|u|^2+\operatorname{Im}(w/Y)|v|^2\right]\le0.$$

For s polarization the two imaginary parts are $\operatorname{Im}\varepsilon$ and 0; for p they are $\operatorname{Im}\varepsilon$ and $\beta^2\operatorname{Im}\varepsilon/|\varepsilon|^2$. The flux into the half-space, $\operatorname{Re}Y_{N+1}|u|^2$, is positive, so the flux at every plane above is positive too. Hence $u\ne0$ there, which means $g_{j+1}\ne-1$, and the input admittance $Y^{\rm in}_j=v/u$ at interface $j$ has positive real part. The definition of $r_j$ gives

$$1+r_jg_{j+1}=\frac{Y_j(1+g_{j+1})+Y_{j+1}(1-g_{j+1})}{Y_j+Y_{j+1}}=(1+g_{j+1})\frac{Y_j+Y^{\rm in}_j}{Y_j+Y_{j+1}}.$$

Both admittances in the last numerator have positive real part, so their sum is not zero.

The argument does not need $|\Gamma_j|\le1$, which can fail inside an absorber, where the incident and reflected waves do not carry separate fluxes. For example, $Y_j=1+3i$ and $Y^{\rm in}_j=1-i$ give $|\Gamma_j|^2=|4i|^2/|2+2i|^2=2$. A program that clips $|\Gamma_j|$ to 1 would spoil a correct result.

The condition $\operatorname{Re}w>0$ does matter. In a lossless evanescent layer $Y$ is imaginary at real $\beta$, the sum $Y_j+Y^{\rm in}_j$ can vanish if no power leaves below, and $\Gamma_j$ then diverges at an undamped guided mode. For p polarization $r_j$ itself diverges where $Y_j=-Y_{j+1}$, as can happen between a lossless metal and a dielectric when the light is evanescent in both, even if power leaves below and $\Gamma_j$ is finite.

## How errors travel to the surface

Let the admittance $Y_L$ presented at some interface change by a small $\delta Y_L$. If the layers above have matrix product $M$, now with determinant 1, the surface admittance is

$$Y_s=\frac{M_{21}+M_{22}Y_L}{M_{11}+M_{12}Y_L},\qquad \frac{dY_s}{dY_L}=\frac{1}{(M_{11}+M_{12}Y_L)^2}=\frac{E_L^2}{E_0^2}.$$

Here $E_L$ and $E_0$ are the total tangential electric fields at the interface and the surface for unit incident $u$; the denominator $M_{11}+M_{12}Y_L$ is their ratio $E_0/E_L$. From $\Gamma_0=(Y_0-Y_s)/(Y_0+Y_s)$ one has $d\Gamma_0/dY_s=-2Y_0/(Y_0+Y_s)^2$, and $E_0=1+\Gamma_0=2Y_0/(Y_0+Y_s)$. The derivative is thus $-E_0^2/(2Y_0)$, and

$$\frac{d\Gamma_0}{dY_L}=-\frac{E_L^2}{2Y_0}.$$

The flux at the interface cannot exceed the net flux entering the stack, so $\operatorname{Re}Y_L|E_L|^2\le Y_0(1-R)$. To first order in the change,

$$|\delta\Gamma_0|\le\frac{1-R}{2}\,\frac{|\delta Y_L|}{\operatorname{Re}Y_L}.$$

For a rounding error $\delta\Gamma_j$, use $Y_L=Y_j(1-\Gamma_j)/(1+\Gamma_j)$, so that $\delta Y_L=-2Y_j\delta\Gamma_j/(1+\Gamma_j)^2$, and $E_L=a_j(1+\Gamma_j)$. Then $\delta\Gamma_0=(Y_j/Y_0)\,a_j^2\,\delta\Gamma_j$. Since $a_j$ contains the decaying factors of all layers above, an error made under a thick absorber is suppressed by $e^{-\alpha d}$, the round-trip attenuation that hides the buried structure from the light. Weak absorption together with a small $\operatorname{Re}Y_L$ can still make a resonance sensitive; this is a property of the stack.

## A thick novolak film at 248 nm

Take normal incidence from air, resist of index $1.75+0.05i$, 100 nm of oxide with index 1.51, and a silicon half-space with index $1.6+3.6i$. For the resist

$$\alpha=\frac{4\pi(0.05)}{248\ \mathrm{nm}}=2.53\ \mu\mathrm m^{-1},$$

so the intensity falls by a factor $e$ in about 0.39 µm. The table gives the reflectance, the field at the resist bottom relative to the incident field, and the relative error of that field by the two routes. The reference for the errors is the matrix product in 50-digit arithmetic. Each error comes from twelve thicknesses spread over 80 nm upward from the stated one: the median for the downward march, the largest for the recursion.

| $d$ (µm) | $R$ | bottom field | march error | recursion error |
|---|---|---|---|---|
| 2 | 0.0725 | $9.0\times10^{-2}$ | $1.0\times10^{-14}$ | $7\times10^{-15}$ |
| 5 | 0.0747 | $2.0\times10^{-3}$ | $2.0\times10^{-11}$ | $2\times10^{-14}$ |
| 10 | 0.0747 | $3.6\times10^{-6}$ | $6.5\times10^{-6}$ | $4\times10^{-14}$ |
| 20 | 0.0747 | $1.1\times10^{-11}$ | $3.4\times10^{5}$ | $8\times10^{-14}$ |

The march error is between 0.15 and 0.30 times $\epsilon e^{\alpha d}$, with $\epsilon=2.2\times10^{-16}$. With a prefactor of one, all digits would be gone at $d=\ln(1/\epsilon)/\alpha=36.0/2.53=14.2$ µm. At 20 µm the marched field is wrong by five orders of magnitude, and the determinant of the direct product misses 1 by $2.6\times10^5$. Yet the reflectance from that same product has a relative error of about $10^{-15}$, comparable with the recursion's.

The slow growth of the recursion's field error has a plain source. The phase $|\delta|$ is about 890 at 20 µm, and rounding it relatively by $\epsilon$ changes $e^{i\delta}$ by about $2\times10^{-13}$, the scale of the error seen.

The reflectance settles because the returning light dies out. Expanding the recursion for small $g_1$ gives $\Gamma_0\simeq r_0+(1-r_0^2)g_1$, so

$$R\simeq|r_0|^2+2\operatorname{Re}\left[r_0^*(1-r_0^2)\Gamma_1P_1^2\right].$$

As the thickness varies, the phase of $P_1^2$ turns. With the attenuation held at its value for thickness $d$, the peak-to-peak swing is $4|r_0(1-r_0^2)\Gamma_1|e^{-\alpha d}$. At 2 µm this is $4(0.273)(0.926)(0.755)e^{-5.07}=0.0048$, about 6% of the settled value 0.0747. At 20 µm it is $8\times10^{-23}$, and $R$ is the bare surface value

$$|r_0|^2=\frac{0.75^2+0.05^2}{2.75^2+0.05^2}=0.0747.$$

Now replace the silicon half-space by a 775 µm wafer with air behind it, under 20 µm of resist. The total exponent is

$$\sum\kappa d=\frac{2\pi}{248}\,(0.05\times20\,000+3.6\times775\,000)=7.07\times10^4,$$

a hundred times the overflow limit. The direct product returns no finite reflectance; the recursion returns 0.0747, as does 50-digit arithmetic. With the resist kept at 20 µm, the estimate $(709.78-25.3)/\kappa_{\rm Si}$ puts the largest usable silicon thickness at 7.50 µm, and bisection on the direct product also finds 7.50 µm. The estimate omits interface factors of order one; a unit change in their logarithm would move the limit by $1/\kappa_{\rm Si}=0.011$ µm, so the agreement in the last digit is partly luck. In the recursion the wafer's $P$ underflows to zero. This is harmless for $R$, but the field behind the wafer is then returned as zero; if its size is wanted, its logarithm must be accumulated.

## The model beside the process

The example resembles deep-ultraviolet hardening of a thick novolak resist. Its optical constants are rough values that vary with formulation, and 20 µm is far thicker than a typical imaging film. One assumption the process breaks is uniformity, since the light is absorbed mostly near the surface and changes the film there first. For the 20 µm film, an assumed 50 nm skin of index $1.80+0.08i$ raises $R$ by 0.0060, or 8% of its value. The figure depends on the skin's shape, because a sharp lower boundary adds its own interference: a 25 nm skin of the same index gives 0.0149, or 20%, while a change that starts from the same surface index and fades exponentially gives 0.0080 over 50 nm and 0.0078 over the absorption length of 0.39 µm. An error of 0.02 in the real index of the resist shifts it by 0.0029. Other assumed changes matter less: lowering $k$ to 0.04 changes $R$ by $-1\times10^{-4}$, tilting unpolarized light to 10° by $+2\times10^{-5}$, and 1 nm rms surface roughness, averaged over Gaussian heights, lowers the specular part by $2\times10^{-4}$ if its lateral scale is long compared with the wavelength, or by about $3\times10^{-4}$ if it is much finer and acts as a graded layer. A 1 mJ/cm² pulse whose absorbed energy all becomes heat before it diffuses warms the surface by $(1-R)\alpha F/C\approx14$ K, where $F$ is the fluence and $C=1.7$ J/(cm³ K) an assumed heat capacity. With an assumed index change of $-10^{-4}$ per kelvin throughout the film, $R$ falls by $2\times10^{-4}$. This counts the pulse only: hardening is normally done on a heated chuck, and with the same coefficient a rise of 100 K lowers $R$ by 0.0014 and one of 175 K by 0.0025. If these assumed changes are representative, the accuracy of the calculated reflectance is limited by knowledge of the film's top layer, where a sharp skin of the index assumed here changes $R$ by up to about twenty per cent and a larger index change would do more, while the arithmetic contributes about one part in $10^{15}$.
